# Shear strain and the split transverse masses of silicon's X-point valleys, part 1

(Sections cited here and not found follow in the second part.)

## First half: two states at X and the coupling between them

### What goes wrong with a rigid ellipsoid

The conduction valleys of silicon lie on the cube axes. Near the minimum of a valley on the $z$ axis, the usual description is an ellipsoid with a longitudinal mass $m_l$ along $z$ and one transverse mass $m_t$ for all directions in the $xy$ plane. Strain is then allowed to move the ellipsoid in energy, but not to change its shape.

Apply this to a shear strain $\varepsilon_{xy}$, the kind produced by stressing a transistor channel along $[110]$. The reflection $x\to-x$, combined with a suitable translation, is a symmetry of the unstrained crystal. It leaves the $z$ valley in place and reverses the sign of $\varepsilon_{xy}$. The valley energy is therefore even in $\varepsilon_{xy}$ and has no linear shift. The rigid ellipsoid predicts that, to first order, the shear does nothing to this valley: electrons moving along $[110]$ and along $[1\bar10]$ keep the same mass.

The prediction fails because the same reflection permits an energy term proportional to $\varepsilon_{xy}k_xk_y$. Both factors change sign, so the product survives. Such a term is a change of the inverse-mass tensor, linear in the strain, with opposite effects along the two diagonals. Symmetry does not say how large it is. In silicon a second conduction band lies close to the valley, and it makes the effect large. For the round parameters used below, a shear of 0.5 % turns a common mass of $0.200\,m_0$ into about $0.167\,m_0$ and $0.249\,m_0$, where $m_0$ is the free-electron mass.

Spin-orbit coupling is left out. The strain $\varepsilon_{xy}$ is the tensor component, half the engineering shear angle. The wavevector $\mathbf k=(k_x,k_y,k_z)$ is measured from the point X at $(0,0,2\pi/a)$, where $a$ is the cubic lattice constant.

### Simplest case: the axis through X, without strain

The two lowest conduction bands meet at X and cross there with opposite slopes. Keep a slope and a common curvature:

$$E_\pm(k_z)=\frac{\hbar^2k_z^2}{2m_l}\pm\frac{\hbar^2k_0k_z}{m_l}.$$

The slope has been written as $\hbar^2k_0/m_l$, which defines the wavenumber $k_0$. Completing the square shows why this is convenient:

$$E_\pm=\frac{\hbar^2}{2m_l}\left[(k_z\pm k_0)^2-k_0^2\right].$$

These are two equal parabolas with minima at $k_z=\mp k_0$. With

$$W=\frac{\hbar^2k_0^2}{m_l},$$

each minimum lies at energy $-W/2$ relative to the crossing. At $k_z=k_0$ the lower band has energy $-W/2$ and the upper one $+3W/2$, so the gap between them is $2W$. This gap will control the response to shear.

The two minima are different valleys. The vector $(0,0,4\pi/a)$ is a reciprocal-lattice vector, so the point a distance $k_0$ beyond X is equivalent to a point a distance $k_0$ short of the opposite X point. One minimum belongs to the $+z$ valley and the other to the $-z$ valley.

### Why there are two states, and how they transform

The next stage is the general $2\times2$ matrix for small $\mathbf k$ and small strain. Place the origin at the centre of a bond, with atoms at $\pm(a/8)(1,1,1)$. Three symmetries of the diamond lattice are needed:

- inversion $P$: $\mathbf r\to-\mathbf r$;
- the glide $g$: $(x,y,z)\to(-x,\;y+a/4,\;z+a/4)$;
- the mirror $m$: $(x,y,z)\to(y,x,z)$.

The glide takes the atom at $(a/8)(1,1,1)$ to $(a/8)(-1,3,3)$. This is the other atom, $(a/8)(-1,-1,-1)$, displaced by the lattice vector $(0,a/2,a/2)$, so $g$ is indeed a symmetry.

Write the translation in the glide as $\mathbf t=(0,a/4,a/4)$ and its reflection as $R$. Then $PgP$ sends $\mathbf r$ to $-(R(-\mathbf r)+\mathbf t)=R\mathbf r-\mathbf t$. This is $g$ followed by a translation through $-2\mathbf t$. For a Bloch state at X that translation gives the factor

$$e^{i\mathbf X\cdot2\mathbf t}=e^{i(2\pi/a)(a/2)}=e^{i\pi}=-1.$$

Hence $PgP=-g$ on states at X and, since $P^2=1$, $gP=-Pg$. If $g\psi=\lambda\psi$, then $gP\psi=-\lambda P\psi$. The states $\psi$ and $P\psi$ have different eigenvalues of $g$, so they are orthogonal, and they have the same energy. Levels at X therefore come at least in pairs. The assumption from here on is that the lowest conduction level at X is one such pair, with a nonzero matrix of $p_z$.

Choose $|1\rangle$ as an eigenstate of $p_z$ within the pair, with eigenvalue $p$. Inversion reverses momentum, so $P|1\rangle$ has eigenvalue $-p$. Take it as $|2\rangle$. In this basis

$$p_z=p\,\sigma_z,\qquad P=\sigma_x,$$

where $\sigma_x,\sigma_y,\sigma_z$ are Pauli matrices acting on the two bands, not on spin.

The glide and the mirror leave $p_z$ unchanged, so each is diagonal in this basis. For the glide, $gP=-Pg$ gives opposite eigenvalues for $|1\rangle$ and $|2\rangle$. The mirror has no translation and commutes with $P$, so its two eigenvalues are equal.

### The general matrix

Because the crystal potential is real and even in $\mathbf r$, its Fourier coefficients are real. In plane waves the Hamiltonian is then a real symmetric matrix at every wavevector, and the states at X can be given real coefficients. Shear preserves the inversion centre, so this remains true under strain. The effective matrix is real and symmetric, which rules out $\sigma_y$:

$$H=h_0+h_z\sigma_z+h_x\sigma_x .$$

Away from X the basis functions are $e^{i\mathbf k\cdot\mathbf r}|j\rangle$. A symmetry operation rotates $\mathbf k$, multiplies each function by its eigenvalue, and adds a phase from $\mathbf k\cdot\mathbf t$ that is common to both functions and cancels in the matrix. The rules follow.

1. Inversion sends $\mathbf k$ to $-\mathbf k$ and exchanges the states: $H(-\mathbf k)=\sigma_xH(\mathbf k)\sigma_x$. Since $\sigma_x\sigma_z\sigma_x=-\sigma_z$, the function $h_z$ is odd in $\mathbf k$, while $h_0$ and $h_x$ are even. Strain itself is unchanged by inversion.
2. The glide reverses $x$ in both $\mathbf k$ and strain. Its opposite eigenvalues reverse the off-diagonal element. Thus $h_x$ is odd under $x\to-x$, while $h_0$ and $h_z$ are even.
3. The mirror makes all three functions symmetric under $x\leftrightarrow y$. Combined with rule 2, it gives the same parities under $y\to-y$.

Now list the lowest terms. The function $h_x$ must be even in $\mathbf k$ and odd in $x$ and in $y$ separately. At second order in $\mathbf k$ this leaves $k_xk_y$, and at first order in strain it leaves $\varepsilon_{xy}$. The function $h_z$ begins with $k_z$. The function $h_0$ contains $k_z^2$ and $k_x^2+k_y^2$, with shifts from the diagonal strains that move both bands together and are dropped. The result is

$$H=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}+\frac{\hbar^2k_0k_z}{m_l}\sigma_z+\left(D\varepsilon_{xy}-\frac{\hbar^2k_xk_y}{M}\right)\sigma_x .$$

Here $D$ is a shear deformation potential and $M$ has the dimension of a mass. Replacing $|2\rangle$ by $-|2\rangle$ changes the sign of $\sigma_x$, hence of $D$ and $M$ together. What has physical meaning is the sign of $D/M$. It is taken positive here, with $D>0$ and $M>0$. For silicon this is an input to the two-band model; the opposite sign would exchange the two diagonals in every result.

Among the omitted terms is $\varepsilon_{xy}k_xk_y$ in $h_0$, which symmetry allows. It acts within each band and does not rely on the nearby partner. Another is $k_z(k_x^2+k_y^2)$ in $h_z$, which makes the transverse mass vary along the axis. Both are of third order in the small quantities. Other strain components also bring second-order terms into $h_z$, such as $\varepsilon_{zz}k_z$ and $\varepsilon_{xz}k_x$; they are left out because $\varepsilon_{xy}$ is the only strain considered here.

Three limits check the form. With no strain and $k_x=k_y=0$, the matrix is diagonal and returns the two parabolas. At $\mathbf k=0$ with strain, the eigenvalues are $\pm D\varepsilon_{xy}$, so shear splits the pair by $2D|\varepsilon_{xy}|$. With $k_z=0$ and no strain, the bands are split by $2\hbar^2|k_xk_y|/M$ and stay together along the lines $k_x=0$ and $k_y=0$.

### Where the mass $M$ comes from

The parameter $M$ can be calculated from momentum matrix elements. Acting on the factor that multiplies $e^{i\mathbf k\cdot\mathbf r}$, the Hamiltonian is

$$H_X+\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p+\frac{\hbar^2k^2}{2m_0}.$$

Let $c_j$ be the amplitudes of the two retained states, and $c_n$ those of remote states with energies $E_n$. To lowest order the equation for a remote amplitude is

$$(E-E_n)c_n=\frac{\hbar}{m_0}\sum_j(\mathbf k\cdot\mathbf p)_{nj}c_j .$$

Solve for $c_n$, insert it into the equations for the retained amplitudes, and replace $E$ by the pair energy $E_X$, which is sufficient at second order in $\mathbf k$. The added matrix is

$$\frac{\hbar^2}{m_0^2}\sum_n\frac{(\mathbf k\cdot\mathbf p)_{in}(\mathbf k\cdot\mathbf p)_{nj}}{E_X-E_n}.$$

Its $k_xk_y$ part contains both orders of the operators:

$$-\frac{\hbar^2}{M}(\sigma_x)_{ij}=\frac{\hbar^2}{m_0^2}\sum_n\frac{(p_x)_{in}(p_y)_{nj}+(p_y)_{in}(p_x)_{nj}}{E_X-E_n}.$$

The $k_x^2$ part, together with the free-electron term, gives

$$\frac{1}{m_t}\delta_{ij}=\frac{1}{m_0}\delta_{ij}+\frac{2}{m_0^2}\sum_n\frac{(p_x)_{in}(p_x)_{nj}}{E_X-E_n}.$$

So $M$ and $m_t$ arise from the same remote bands.

### Test of the matrix in a model crystal

The symmetry argument can be confronted with a full band calculation. Take a diamond lattice with $a=0.54$ nm, 64 plane waves, and a local potential whose form factors are round chosen numbers: $-0.20$, $0.05$ and $0.08$ Ry for squared reciprocal vectors 3, 8 and 11 in units of $(2\pi/a)^2$. This is a model crystal, and its parameters are not predictions for silicon.

Under strain each reciprocal vector becomes $(1+\varepsilon)^{-1}\mathbf G$. The atoms follow the deformation affinely and the form factors are held fixed. At X the plane wave has wavevector $\mathbf q=\mathbf X+\mathbf G$. To first order, $\mathbf q$ changes by $-\varepsilon_{xy}(q_y,q_x,0)$, so $q^2$ changes by $-4\varepsilon_{xy}q_xq_y$. The strain matrix is therefore

$$D(\sigma_x)_{ij}=-\frac{2\hbar^2}{m_0}\langle i|q_xq_y|j\rangle .$$

The calculation confirms the twofold level and the absence of terms linear in $k_x$. The matrices multiplying $k_z$, $\varepsilon_{xy}$ and $k_xk_y$ are traceless. The last two are proportional to each other and orthogonal, in the sense of a vanishing trace of the product, to the first. The $k_x^2$ matrix is a multiple of the identity. This is the structure derived above.

The numbers are $D=15.9$ eV, $m_0/M=4.38$ and $m_0/m_t=5.25$ at X. The strain and $k_xk_y$ terms have opposite signs, so this crystal has $D/M>0$.

The full bands close to X also test how the terms combine. The two-band matrix gives the half gap

$$\sqrt{\left(\frac{\hbar^2k_0k_z}{m_l}\right)^2+\left(D\varepsilon_{xy}-\frac{\hbar^2k_xk_y}{M}\right)^2}.$$

For positive shear, the two parts of the coupling oppose each other on the $[110]$ side, where $k_xk_y>0$, and add on the $[1\bar10]$ side. At one pair of small wavevectors the full calculation gives 0.904 and 2.101 meV, and the formula also gives 0.904 and 2.101 meV at this precision. The relative sign, which decides which diagonal becomes light, is thus visible in the full bands.

## Second half: the strained valley and its masses

### Symbols and results taken over

The wavevector $\mathbf k$ starts at X, and $\varepsilon_{xy}$ is the tensor shear. Without strain the valley minima are at $k_z=\pm k_0$, with masses $m_l$ along $z$ and $m_t$ across it. The two conduction bands are coupled by

$$s=D\varepsilon_{xy}-\frac{\hbar^2k_xk_y}{M},\qquad D>0,\quad M>0,$$

where $D$ is the shear deformation potential and $M$ measures the coupling through remote bands. Set

$$W=\frac{\hbar^2k_0^2}{m_l},\qquad \delta=D\varepsilon_{xy},\qquad \eta=\frac{\delta}{W},\qquad u=\frac{k_z}{k_0}.$$

The matrix from the first half is a common energy plus $Wu\,\sigma_z+s\,\sigma_x$. Since $(Wu\,\sigma_z+s\,\sigma_x)^2=W^2u^2+s^2$, the lower band is

$$E=\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}+\frac W2u^2-S,\qquad S=\sqrt{W^2u^2+s^2}.$$

### Strain alone: where the minimum goes

Begin on the axis, $k_x=k_y=0$, where $s=\delta$. The derivative with respect to $u$ is

$$\frac{dE}{du}=Wu-\frac{W^2u}{S}=Wu\left(1-\frac WS\right).$$

It vanishes at $u=0$ or at $S=W$. The second condition reads $W^2u^2+\delta^2=W^2$, so

$$k_z=\pm k_0\sqrt{1-\eta^2},\qquad|\eta|<1.$$

The minima move towards X. Their energy follows by inserting $u^2=1-\eta^2$ and $S=W$:

$$E_{\min}=\frac W2(1-\eta^2)-W=-\frac W2-\frac{\delta^2}{2W}.$$

The valley falls by $\delta^2/2W$. The shift is even in the shear, as the reflection argument requires, and it vanishes with $\delta$. It is the second-order repulsion of two levels a distance $2W$ apart, coupled by $\delta$. The gap at the displaced minimum is $2S=2W$, the same as without strain, as long as $|\eta|<1$.

At the other stationary point, $u=0$, the second derivative is $W(1-W/|\delta|)$. It is negative for $|\eta|<1$, so this point is a maximum along $k_z$ between the two valleys.

Symmetry has fixed the two-band matrix near X, and on the axis a shear with $|\eta|<1$ moves the valley minima towards X and lowers them by $\delta^2/2W$, while the gap there stays $2W$. Still to be found are the transverse and longitudinal masses of the strained valley, its behaviour at large shear, and the accuracy of the two-band model away from X.
